# Charge-trap retention with exponentially distributed depths: exact decay and power law

A charge-trap memory stores a bit as electrons held in defects of an insulating film. If every defect had the same depth, thermal emission would empty the film exponentially, with one time constant. In a disordered film the depths are spread, and the time constants, which depend exponentially on depth, are spread over many decades. The charge left after a long time then depends on how many deep traps there are, and the question is what law of decay a given distribution of depths produces. For an exponential distribution the answer can be found in closed form.

Let $E>0$ be the energy needed to lift a trapped electron into the conduction band. The shallowest filled traps have depth $E_1$, and above it the trapped electrons are initially distributed as

$$
g(E)=\frac{1}{kT_0}\exp\!\left(-\frac{E-E_1}{kT_0}\right),\qquad E\ge E_1 ,
$$

where $k$ is the Boltzmann constant. The characteristic temperature $T_0$ measures the width of the distribution and is not a temperature of the sample. The density is normalized, $\int_{E_1}^\infty g\,dE=1$. Taking it as the distribution of the electrons, and not merely of the traps, assumes that programming filled all depths with equal probability.

At the sample temperature $T$ an electron at depth $E$ is emitted at the rate

$$
r(E)=\nu\,e^{-E/kT}.
$$

The prefactor $\nu$ is taken to be the same for all depths, and $T$ and the electric field are constant. Any lowering of the barrier by the field is counted in $E$. For the moment every emitted electron leaves the film for good, and tunnelling is left out.

The occupation $q$ of one depth obeys $dq/dt=-r(E)\,q$, so that $q(t)=q(0)\,e^{-r(E)t}$. The electrons leave independently, and the retained fraction of the stored charge is the sum over depths,

$$
\frac{Q(t)}{Q_0}=\int_{E_1}^{\infty} g(E)\,\exp\!\left[-r(E)\,t\right]dE .
$$

The natural variable is the exponent itself, $x=r(E)t$. Since $\ln x=\ln(\nu t)-E/kT$, we have $dx/x=-dE/kT$, or $dE=-kT\,dx/x$. At the lower limit $E=E_1$ the variable equals

$$
z=r(E_1)\,t=\nu t\,e^{-E_1/kT},
$$

the time in units of the lifetime of the shallowest traps; at $E\to\infty$ it goes to zero. Dividing $x$ by $z$ gives $x/z=e^{-(E-E_1)/kT}$. Raising this to the power

$$
\alpha=\frac{T}{T_0}
$$

turns $kT$ into $kT_0$ in the exponent, because $\alpha/kT=1/kT_0$. Hence $e^{-(E-E_1)/kT_0}=(x/z)^\alpha$, and

$$
\frac{Q}{Q_0}=\int_z^0\frac{1}{kT_0}\left(\frac{x}{z}\right)^{\alpha}e^{-x}\left(-\frac{kT}{x}\right)dx
=\alpha z^{-\alpha}\int_0^z x^{\alpha-1}e^{-x}\,dx .
$$

The minus sign has been used to reverse the limits. The remaining integral is the lower incomplete gamma function $\gamma(\alpha,z)$, so

$$
\boxed{\;\frac{Q(t)}{Q_0}=\alpha\,z^{-\alpha}\,\gamma(\alpha,z)\;}
$$

No approximation has been made beyond the assumptions of the model, and the integral converges for every $\alpha>0$, so the result holds for $T$ below, at and above $T_0$. At $T=T_0$ it is elementary: $\gamma(1,z)=1-e^{-z}$ and $Q/Q_0=(1-e^{-z})/z$, which starts at one and ends as $1/z$.

For early times, $z\ll1$, expand $e^{-x}=1-x+\dots$ under the integral:

$$
\gamma(\alpha,z)=\frac{z^\alpha}{\alpha}-\frac{z^{\alpha+1}}{\alpha+1}+\dots,
\qquad
\frac{Q}{Q_0}=1-\frac{\alpha}{1+\alpha}\,z+\dots
$$

The decay therefore starts linearly in time. Its initial rate, $r(E_1)\,\alpha/(1+\alpha)$, is the average of $r(E)$ over the distribution, as it must be while all traps are still full.

For late times, $z\gg1$, split the complete gamma function $\Gamma(\alpha)=\int_0^\infty x^{\alpha-1}e^{-x}dx$ at $x=z$. With $\Gamma(\alpha,z)$ for the part above $z$,

$$
\frac{Q}{Q_0}=\alpha z^{-\alpha}\left[\Gamma(\alpha)-\Gamma(\alpha,z)\right].
$$

The second term vanishes as $z$ grows. Using $\alpha\Gamma(\alpha)=\Gamma(1+\alpha)$,

$$
\boxed{\;\frac{Q(t)}{Q_0}\to\Gamma\!\left(1+\frac{T}{T_0}\right)\left[\nu t\,e^{-E_1/kT}\right]^{-T/T_0}\;}
$$

The power law lies above the exact result by $\alpha z^{-\alpha}\Gamma(\alpha,z)$. For $\alpha\le1$ the factor $x^{\alpha-1}$ does not increase with $x$, so $\Gamma(\alpha,z)\le z^{\alpha-1}e^{-z}$, and

$$
0<\Gamma(1+\alpha)z^{-\alpha}-\frac{Q}{Q_0}\le\frac{\alpha\,e^{-z}}{z}.
$$

For $T\le T_0$ the error is thus exponentially small, and the power law is accurate as soon as the shallowest traps have had several lifetimes in which to empty. Well above $T_0$ it takes more lifetimes.

The approach to the final exponent can be followed through the slope on a doubly logarithmic plot. Since $d\gamma/dz=z^{\alpha-1}e^{-z}$, and $z$ is proportional to $t$,

$$
\frac{d\ln Q}{d\ln t}=-\alpha+\frac{z\,\gamma'(\alpha,z)}{\gamma(\alpha,z)}
=-\alpha+\frac{z^\alpha e^{-z}}{\gamma(\alpha,z)} .
$$

At small $z$ the last term tends to $\alpha$ and the slope to zero; at large $z$ the term dies out and the slope is $-T/T_0$.

The exponent has a simple meaning. At time $t$ the depth for which $r(E)t=1$ is

$$
E^*(t)=kT\ln(\nu t).
$$

Traps shallower than $E^*$ by several $kT$ are empty, and those deeper by several $kT$ are still full. If the edge were perfectly sharp, the retained fraction would be

$$
\int_{E^*}^\infty g\,dE=e^{-(E^*-E_1)/kT_0}=z^{-\alpha},
$$

because $E^*-E_1=kT\ln z$. The edge moves to greater depth logarithmically in time, while the number of electrons beyond it falls exponentially with depth, and the two combine into a power. The true edge is smooth, and its shape supplies the constant $\Gamma(1+\alpha)$. The late result can thus be written

$$
\frac{Q}{Q_0}\simeq\Gamma(1+\alpha)\,\exp\!\left[-\frac{E^*(t)-E_1}{kT_0}\right].
$$

The constant exponent comes from the exponential form of $g$. If the electrons fill a uniform band from $E_1$ to $E_2$, the sharp edge leaves the fraction $(E_2-E^*)/(E_2-E_1)$, whose logarithmic slope $-kT/(E_2-E^*)$ steepens as $E^*$ advances. Direct integration for a uniform band from 1.30 to 2.50 eV at 423 K gives a mean slope of $-0.038$ over the decade starting at $z=10^2$, and $-0.123$ over the decade starting at $z=10^{10}$. The exponential distribution at the same temperature, with $T_0=1200$ K, gives $-0.3526$ between $z=10^3$ and $10^4$, equal to $-T/T_0$ to the digits shown.

A real distribution cannot extend to infinite depth. If it ends at $E_2$, the variable $x$ stops at $z_2=r(E_2)t$ instead of at zero, and the density must be divided by its new norm:

$$
\frac{Q}{Q_0}=\alpha z^{-\alpha}\,
\frac{\gamma(\alpha,z)-\gamma(\alpha,z_2)}{1-e^{-(E_2-E_1)/kT_0}} .
$$

The power law now needs both $z\gg1$ and $z_2\ll1$, and the remaining charge must lie mainly well below $E_2$, that is $E_2-E^*\gg kT_0$. Near $t=e^{E_2/kT}/\nu$ even the deepest traps begin to empty, and at later times the decay becomes faster than any power.

For a worked example take a hafnium-oxide trapping film with the rough values $E_1=1.30$ eV, $T_0=1200$ K ($kT_0=0.1034$ eV) and $\nu=10^{11}$ s$^{-1}$. It is baked for 1000 h at 150 °C, and this is compared with ten years at 85 °C. For the bake, $kT=0.03646$ eV and $\alpha=423.15/1200=0.3526$. The shallowest traps empty at the rate $3.287\times10^{-5}$ s$^{-1}$, so

$$
z=3.287\times10^{-5}\times3.600\times10^{6}=118.3,
\qquad
\frac{Q}{Q_0}=0.8909\times118.3^{-0.3526}=0.1655 .
$$

For ten years of use, $\alpha=0.2985$, the rate is $5.091\times10^{-8}$ s$^{-1}$, and

$$
z=5.091\times10^{-8}\times3.156\times10^{8}=16.07,
\qquad
\frac{Q}{Q_0}=0.8977\times16.07^{-0.2985}=0.392 .
$$

The exact law and direct integration over depth give the same values to four decimals, as the bound on the error leads one to expect. The bake has emptied the traps down to $E^*=1.474$ eV and the ten years of use down to 1.386 eV, so the bake is the harsher treatment.

The exponent changes with temperature, so a bake does not reproduce the decay curve of use on a compressed time scale. Equal loss corresponds nearly to equal $E^*$, apart from the weak dependence of $\Gamma(1+\alpha)$ on temperature. Equal $E^*-E_1=kT\ln z$ requires $\ln z=(358.15/423.15)\ln16.07=2.35$ in the bake, hence $z=10.5$ and a time of about 89 h. Solving the exact law for equal loss gives 86.7 h. Scaling the ten years by the ratio of the rates at $E_1$, which is 646, would instead give 136 h, because the charge being lost near the end of the ten years comes from traps deeper than $E_1$.

The same reasoning gives the activation energy that a retention test would yield in this model. If the failure criterion is a fixed late value of $Q/Q_0$, then $E^*$ is nearly fixed, and $t=\nu^{-1}e^{E^*/kT}$ has the activation energy $E^*$. For loss of half the charge, $E^*\simeq E_1+kT_0\ln(0.89/0.5)=1.36$ eV. The exact half-loss times are 43.4 h at 150 °C and $3.88\times10^4$ h, or 4.4 years, at 85 °C; their ratio of 893 corresponds to 1.37 eV. A criterion that tolerates more loss probes deeper traps and gives a larger activation energy.

The assumption that an emitted electron never returns deserves its own calculation. Suppose that after each emission it escapes with probability $p$, and otherwise falls at once into an empty trap whose depth is drawn from $g$. This describes a film in which only a small fraction of the traps is filled, so that empty ones are plentiful at every depth. Let $w(t)$ be the probability density of a single waiting time and $\varphi(s)=\int_0^\infty e^{-st}w\,dt$ its Laplace transform. The total time after $n$ independent waits has the transform $\varphi^n$, and escape at the $n$th emission has probability $p(1-p)^{n-1}$. The escape time therefore has the transform

$$
\varphi_{\rm esc}=\sum_{n=1}^{\infty}p(1-p)^{n-1}\varphi^n=\frac{p\,\varphi}{1-(1-p)\varphi}.
$$

The retained fraction is the probability that escape has not yet happened. Its derivative is minus the density of escape times and its initial value is one, so integration by parts gives its transform as

$$
\frac{1-\varphi_{\rm esc}}{s}=\frac{1-\varphi}{s\,[1-(1-p)\varphi]} .
$$

For $p=1$ this is $(1-\varphi)/s$, the transform of the law already found. With $Q/Q_0\to At^{-\alpha}$ and $\alpha<1$, its leading term at small $s$ is $A\int_0^\infty t^{-\alpha}e^{-st}dt=A\,\Gamma(1-\alpha)s^{\alpha-1}$. Hence $1-\varphi\propto s^\alpha\to0$, and the bracket in the denominator tends to $p$. The transform with recapture is then $1/p$ times the one without it. Because the retained fraction never increases with time, this leading term fixes its late behaviour:

$$
\frac{Q}{Q_0}\to\frac{\Gamma(1+\alpha)}{p}\,z^{-\alpha},\qquad \alpha<1 .
$$

The exponent survives, and the amplitude grows by the mean number of emissions per escape, $1/p$. For $\alpha$ well below one, the formula applies once its right-hand side is much less than one; close to $\alpha=1$ the right-hand side must be smaller still. Random sampling of individual electrons with $p=0.5$ gave a late amplitude ratio of 2.02, against the predicted 2.

To size the neglected effects, let the film be 40 nm thick, with the charge 15 to 25 nm from a metal contact to which a field of 0.10 MV/cm drives the emitted electrons. There is no tunnel oxide, so this is a test capacitor and not a memory cell. The other rough values are a mobility of 1 cm$^2$/Vs, an electron mass of 0.2 free masses and $N=2\times10^{17}$ traps per cm$^3$. In equilibrium, capture and emission balance at each depth. If $C$ is the capture coefficient and $N_c$ the effective density of states of the band, this requires $\nu=CN_c$ for a trap without extra degeneracy. The capture rate of a free electron among empty traps is then

$$
CN=\frac{\nu N}{N_c}=\frac{10^{11}\times2\times10^{17}}{3.76\times10^{18}}\ {\rm s^{-1}}=5.3\times10^{9}\ {\rm s^{-1}} .
$$

Crossing the longest path, 25 nm, takes $2.5\times10^{-11}$ s, so $p=e^{-0.133}=0.875$. Sampling with this $p$ gives a retained fraction of 0.186 after the bake, instead of 0.1655. This overstates the effect if the traps lie only in the charged layer and all start full, as assumed for the stored density used below: the path among traps is then at most 10 nm, fewer traps are empty, and those that are empty are mostly shallow.

Thermally assisted tunnelling into the band can be the largest of the corrections estimated here, but its size depends on the model of the trap. An electron at an energy $ukT$ below the top of the barrier is more numerous by $e^u$ than one at the top, but must tunnel through the tip of the barrier, which is a triangle if the trap is neutral when empty, as assumed for this estimate. With $m$ the electron mass, $q$ the elementary charge and $F$ the field, the semiclassical transmission is $e^{-cu^{3/2}}$, where $c=4\sqrt{2m}\,(kT)^{3/2}/(3\hbar qF)$. Compared with emission over the top alone, the rate is multiplied by

$$
1+\int_0^{E_1/kT}e^{\,u-cu^{3/2}}\,du ,
$$

which is 1.87 in the bake and 2.13 in use. The integrand has died out long before its upper limit, so the factor is the same for all depths and multiplies $\nu$. The exponent stays, but the retained fractions fall to 0.133 and 0.313, about a fifth below the basic model. This estimate is one-dimensional: every electron meets the barrier along the field. For a point-like neutral trap emitting in three dimensions, the thermal average of the density of band states in the field gives only the factor $e^{4/27c^2}$, which is 1.033 in the bake and 1.055 in use. The retained fractions are then 0.164 and 0.386, and the correction is smaller than that from recapture.

The other effects estimated here are smaller than the one-dimensional value. Tunnelling from trap to trap is left out, and it need not be small. At this density a trap has on average 0.6 others within 9 nm, a distance that an electron 1.3 eV deep can tunnel in about a year at $10^{13}$ attempts per second. Where such neighbours are empty, electrons can move into them, which changes the retained fraction by an amount not estimated here. If the prefactor varies as $T^2$ and $10^{11}$ s$^{-1}$ is its value in the bake, the fraction left after ten years of use becomes 0.433 instead of 0.392. The loss of the stored electrons changes the field by at most 0.009 MV/cm, lowering it on the side of the layer nearer the exit contact and raising it on the other side. As the electrons leave, the barrier of a trap that is positively charged when empty therefore rises on the near side and falls on the far side, by roughly 0.005 eV at the edges of the layer; applying the largest rise to all traps from the start gives about 0.174 after the bake, which overstates the effect. Tunnelling to the contact in a single step, from the shallowest traps nearest to it, removes a fraction of order $10^{-12}$ in ten years, and injection over a contact barrier of 2.5 eV supplies electrons amounting to at most about $2\times10^{-8}$ of the stored charge during the bake (the value for the free-electron mass; the mass and mobility of the film lower it), of which only a part is captured. Ending the distribution at 2.50 eV leaves the result at 0.1655; at the bake temperature the deepest traps would empty near $2\times10^{11}$ years, and the power law would fail well before then, once $E_2-E^*$ is no longer large compared with $kT_0$.

Set beside real devices, a permittivity near 20 and trap depths between roughly 1 and 2 eV are reasonable for hafnium oxide, while the exponential form and the value of $T_0$ are assumptions. The stored density, $2\times10^{11}$ cm$^{-2}$, is low for a programmed cell. A memory cell severely breaks the assumption of free escape, because an emitted electron still faces the tunnel oxide. For 3 nm of oxide with a barrier of 1.6 eV and a mass of 0.5 free masses, an estimate without field gives $p=8\times10^{-10}$ per emission when the traps are empty. If they start full, capture is slower and escape more likely, but the loss by this route can still be bounded. Take the filled traps to extend through the whole film, and let $D$ be the lost fraction. At least the fraction $D$ of the traps is then empty, so the capture rate is at least $CND$ and, since $p\ll1$, the escape probability is at most about $p/D$. The emission rate per stored electron never exceeds its value with all traps full, $r(E_1)\,\alpha/(1+\alpha)$. Hence $D\,dD/dt\le p\,r(E_1)\,\alpha/(1+\alpha)$, and integration over the bake gives

$$
D\le\sqrt{\frac{2\alpha}{1+\alpha}\,p\,z}=\sqrt{2\times0.2607\times8.4\times10^{-10}\times118.3}\approx2.3\times10^{-4},
$$

where the capacitor without recapture loses 0.83. If the traps occupy only a quarter of the film, a free electron spends only about a quarter of its time among them, and the bound doubles. This bound holds only without a field. A field that drives electrons toward the oxide makes the oxide more transparent, and in the film it gathers the free electrons at the oxide, away from the traps they left, so that recapture into those traps fades. Rate equations with the same parameters and the free electrons in a Boltzmann distribution give, for traps 15 to 25 nm from the oxide, losses of about 0.01, 0.2 and 0.75 in the bake at 0.1, 0.2 and 0.3 MV/cm in the film, that is about 0.5, 1.0 and 1.5 MV/cm in the oxide; with traps through the whole film the loss at 0.3 MV/cm is about 0.5. Thermal emission can therefore matter in a cell. Its retention has to be calculated with the field and with the other paths, such as tunnelling directly out of the traps or through defects in the oxide, and a measured power law there would not by itself identify $T_0$. The numerical output below lists the parameters used here.

## Table of computed values

```
shallowest depth E1 = 1.30 eV; end of tail E2 = 2.50 eV
T0 = 1200 K; kT0 = 0.1034 eV; nu = 1.0e+11 1/s
bake: T = 423.15 K, time = 1000 h = 3.600e+06 s
use: T = 358.15 K, time = 10 years = 3.1558e+08 s
kT: bake 0.03646 eV, use 0.03086 eV
alpha = T/T0: bake 0.3526, use 0.2985
rate at E1: bake 3.287e-05, use 5.091e-08 1/s
scaled time z: bake 118.33, use 16.07
Gamma(1+alpha): bake 0.8909, use 0.8977
retained, exact law: bake 0.1655, use 0.3919
retained, power law: bake 0.1655, use 0.3919
retained, integration: bake 0.1655, use 0.3919
emptied depth E*: bake 1.474 eV, use 1.386 eV
half-loss time: bake 43.4 h, use 3.876e+04 h
bake time with the same loss as ten years of use = 86.7 h
exponent from integration, z = 1e3 to 1e4, bake = -0.35263
uniform band exponent: z from 1e2 -0.0377, from 1e10 -0.1234
recapture test: p = 0.5, sampled amplitude ratio = 2.016
film 40 nm, charge 15 to 25 nm from exit contact
field = 0.10 MV/cm; mobility = 1.0 cm2/Vs
electron mass = 0.20 free masses; traps = 2.0e+17 cm^-3
permittivity: static 20, fast 4
stored sheet = 2.0e+11 cm^-2; own field = 0.0090 MV/cm
band density of states at bake = 3.76e+18 cm^-3
capture rate = 5.32e+09 1/s; transit time = 2.50e-11 s
escape probability per emission, film = 0.875
retained after bake with recapture = 0.186
direct tunnelling loss at E1 in ten years = 2.9e-12 (attempts 1e13 1/s)
field-assisted rate factor: bake 1.87, use 2.13
retained with that factor: bake 0.133, use 0.313
barrier lowering by field, counted in E = 0.120 eV
barrier rise as charge leaves = 0.0053 eV; retained at most 0.174
contact barrier = 2.5 eV; injected/stored in bake = 2.1e-08
retained in use with T^2 prefactor fixed at bake = 0.4330
retained after bake, tail ended at E2 = 0.1655
power law ends near 1.9e+11 years at bake temperature
cell oxide: 3 nm, barrier 1.6 eV, mass 0.5 free masses
escape probability per emission, memory cell = 8.4e-10
```
